# Complex Contour Shifts and the Force Bias in Phaseless AFQMC

## The decision: where to centre the auxiliary fields

At each step of an auxiliary-field quantum Monte Carlo (AFQMC) calculation, the code must choose a centre for the random fields that propagate a walker. A poor centre gives weights that fluctuate strongly. The centre may be moved, even to a complex value, provided that the weight receives a compensating factor.

For a walker $|\phi\rangle$, trial state $|T\rangle$ and shift $\bar x$, draw real fields $x$ from the standard normal density, propagate with $B(x-\bar x)$, and multiply the weight by

$$
I(x,\bar x,\phi)=\frac{\langle T|B(x-\bar x)|\phi\rangle}{\langle T|\phi\rangle}
\exp\!\left(x\cdot\bar x-\tfrac12\bar x\cdot\bar x\right). \tag{1}
$$

The dot product is $a\cdot b=\sum_\gamma a_\gamma b_\gamma$, without complex conjugation. The shift may depend on $\phi$, but not on the $x$ about to be drawn.

## The propagator before the shift

Work in a finite orbital basis with $\hbar=1$ and imaginary-time step $\tau$. Write

$$
H=H_1-\tfrac12\sum_\gamma v_\gamma^2, \tag{2}
$$

where $H_1$ and $v_\gamma$ are one-body operators and $H_1$ may include a constant. A repulsive term $\frac12L_\gamma^2$ with Hermitian $L_\gamma$ has $v_\gamma=iL_\gamma$, since $-\frac12(iL_\gamma)^2=\frac12L_\gamma^2$.

Let $p(x)=(2\pi)^{-n/2}e^{-x\cdot x/2}$ for $n$ fields. For one field, odd moments vanish and the moment of order $2k$ is $(2k)!/(2^kk!)$. Expanding the exponential therefore gives

$$
\int dx\,p(x)e^{\sqrt\tau xv}
=\sum_k\frac{\tau^kv^{2k}}{(2k)!}\frac{(2k)!}{2^kk!}
=e^{\tau v^2/2}. \tag{3}
$$

This is the required sign, because $e^{-\tau H}$ contains $+\tau v^2/2$. Define

$$
B(x)=e^{-\tau H_1/2}e^{\sqrt\tau\,x\cdot v}e^{-\tau H_1/2},
\qquad G=\int dx\,p(x)B(x). \tag{4}
$$

If the $v_\gamma$ commute, the field integral factorizes and $G=e^{-\tau H_1/2}e^{\tau\sum v_\gamma^2/2}e^{-\tau H_1/2}$. This product satisfies $G(\tau)G(-\tau)=1$, so $\ln G$ is odd in $\tau$. Its first term is $-\tau H$ and its next possible term is of order $\tau^3$, which is the one-step error.

If the $v_\gamma$ do not commute, the average of $e^{\sqrt\tau x\cdot v}$ has the second-order term $\tau^2\langle(x\cdot v)^4\rangle_p/24$. This generally differs from the term $\tau^2(\sum v_\gamma^2)^2/8$ of the desired exponential, because the operators occur in different orders. The one-step error is then generally of order $\tau^2$. The contour shift below is exact for $G$ in both cases; it does not remove the difference between $G$ and $e^{-\tau H}$.

## Shifting the contour

Take one field component, with the others held fixed, and let its shift be $\bar x=a+ib$. As $x$ runs over the real axis, $z=x-\bar x$ runs along the line $\operatorname{Im}z=-b$. The matrix elements of $p(z)B(z)$ are entire functions, so Cauchy's theorem equates the integrals along this line and the real axis if the vertical end pieces vanish.

On an end piece $z=\pm R+i\eta$, with $|\eta|\le|b|$,

$$
|p(z)|=(2\pi)^{-1/2}e^{-(R^2-\eta^2)/2},
\qquad \|B(z)\|\le c\,e^{\sqrt\tau\|v\|(R+|\eta|)}, \tag{5}
$$

where $c$ does not depend on $R$. The Gaussian outweighs the exponential as $R\to\infty$, and the end pieces vanish. The same bounds make the multiple integral absolutely convergent, so the components can be shifted one after another:

$$
G=\int dx\,p(x-\bar x)B(x-\bar x). \tag{6}
$$

Expanding the Gaussian exponent gives

$$
-\tfrac12(x-\bar x)\cdot(x-\bar x)
=-\tfrac12x\cdot x+x\cdot\bar x-\tfrac12\bar x\cdot\bar x,
$$

and hence

$$
G=\int dx\,p(x)\,e^{x\cdot\bar x-\bar x\cdot\bar x/2}B(x-\bar x). \tag{7}
$$

The product is unconjugated because it comes from the analytic continuation of $x\cdot x$. The shift must be constant during the integration: if it varied with $x$, then $dz$ would contain a Jacobian that (7) lacks.

For real $\bar x$, this is ordinary reweighting. The field $y=x-\bar x$ has density $p(y+\bar x)$, and the factor is $p(y)/p(y+\bar x)$. For complex $\bar x$ the sampled $x$ stays real, and the factor carries a phase.

## Importance sampling

Let the walkers represent the state, on average, as

$$
|\Psi\rangle=\sum_k w_k\frac{|\phi_k\rangle}{\langle T|\phi_k\rangle},
\qquad \langle T|\phi_k\rangle\ne0. \tag{8}
$$

Apply (7) to one term and define $|\phi'\rangle=B(x-\bar x)|\phi\rangle$. Multiplying and dividing by $\langle T|\phi'\rangle$ gives

$$
G\,\frac{w|\phi\rangle}{\langle T|\phi\rangle}
=\int dx\,p(x)
\left[w\frac{\langle T|\phi'\rangle}{\langle T|\phi\rangle}
e^{x\cdot\bar x-\bar x\cdot\bar x/2}\right]
\frac{|\phi'\rangle}{\langle T|\phi'\rangle}. \tag{9}
$$

The bracket is the new weight $w'=wI$. Since $B$ is a product of exponentials of one-body operators, it maps a Slater determinant to a Slater determinant. Projecting (7) on $\langle T|$ gives the mean over $x$,

$$
E[I]=\frac{\langle T|G|\phi\rangle}{\langle T|\phi\rangle}, \tag{10}
$$

for every constant $\bar x$. The shift changes the fluctuations and leaves the mean alone.

## Choosing the force bias

For an operator $A$, let $\langle A\rangle=\langle T|A|\phi\rangle/\langle T|\phi\rangle$ be its mixed estimate, and set $\bar v_\gamma=\langle v_\gamma\rangle$. Take $\bar x$ of order $\sqrt\tau$ and put $y=x-\bar x$. The overlap ratio $R=\langle B(y)\rangle$ is

$$
R=1+\sqrt\tau\,y\cdot\bar v+\frac\tau2\langle(y\cdot v)^2\rangle
-\tau\langle H_1\rangle+O(\tau^{3/2}).
$$

Taking the logarithm subtracts $\frac\tau2(y\cdot\bar v)^2$. With the symmetrized covariance

$$
C_{\gamma\delta}=\tfrac12\langle v_\gamma v_\delta+v_\delta v_\gamma\rangle
-\bar v_\gamma\bar v_\delta, \tag{11}
$$

this gives

$$
\ln R=\sqrt\tau\,(x-\bar x)\cdot\bar v+\frac\tau2x^{T}Cx
-\tau\langle H_1\rangle+O(\tau^{3/2}). \tag{12}
$$

In the quadratic term, replacing $y$ by $x$ changes only the remainder. Adding the exponent of the Gaussian factor gives

$$
\begin{aligned}
\ln I={}&x\cdot(\sqrt\tau\,\bar v+\bar x)
-\sqrt\tau\,\bar x\cdot\bar v-\tfrac12\bar x\cdot\bar x\\
&+\frac\tau2x^{T}Cx-\tau\langle H_1\rangle+O(\tau^{3/2}).
\end{aligned} \tag{13}
$$

The leading variance is $\sum_\gamma|\sqrt\tau\bar v_\gamma+\bar x_\gamma|^2$. It vanishes for the force bias

$$
\boxed{\bar x=-\sqrt\tau\,\bar v}. \tag{14}
$$

The two constants involving $\bar x$ are then $+\tau\bar v\cdot\bar v$ and $-\frac\tau2\bar v\cdot\bar v$, so

$$
\ln I=\frac\tau2\bar v\cdot\bar v+\frac\tau2x^{T}Cx
-\tau\langle H_1\rangle+O(\tau^{3/2}). \tag{15}
$$

The average of $x^TCx$ is $\operatorname{Tr}C=\sum_\gamma\langle v_\gamma^2\rangle-\bar v\cdot\bar v$. The terms in $\bar v\cdot\bar v$ cancel, leaving $-\tau E_L$ with the local energy $E_L=\langle H\rangle$. Since $G$ contains only integer powers of $\tau$, (10) gives $E[I]=1-\tau E_L+O(\tau^2)$.

For repulsion, $v=iL$ and $\bar x=-i\sqrt\tau\,\bar L$, where $\bar L=\langle L\rangle$. The field exponent becomes

$$
\sqrt\tau(x-\bar x)\cdot iL=i\sqrt\tau\,x\cdot L-\tau\bar L\cdot L.
$$

The shift adds a mean-field potential $\bar L\cdot L$ to the propagator, and the factor $e^{x\cdot\bar x}=e^{-i\sqrt\tau\,x\cdot\bar L}$ turns the oscillating term into $i\sqrt\tau\,x\cdot(L-\bar L)$. The factor $e^{-\bar x\cdot\bar x/2}=e^{\tau\bar L\cdot\bar L/2}$ corrects its double counting.

For determinants with orbital matrices $T$ and $\Phi$, $\langle T|e^{\epsilon v}|\phi\rangle=\det(T^\dagger e^{\epsilon v}\Phi)$, where $v$ on the right is the one-particle matrix. Differentiating the logarithm of the determinant at $\epsilon=0$ gives

$$
\bar v=\operatorname{Tr}\left[(T^\dagger\Phi)^{-1}T^\dagger v\Phi\right], \tag{16}
$$

summed over the spin blocks if these are separate. A scalar part of the operator, such as the term $-i\sqrt U\,b$ introduced with (23), is added to this trace once.

## What happens to the fluctuations

With no shift, $I-E[I]=\sqrt\tau\,x\cdot\bar v+O(\tau)$. Since $E[x_\gamma x_\delta]=\delta_{\gamma\delta}$,

$$
E|I-E[I]|^2\simeq\tau\sum_\gamma|\bar v_\gamma|^2. \tag{17}
$$

With (14), the leading fluctuation is $\frac\tau2(x^TCx-\operatorname{Tr}C)$. The fourth moments of the Gaussian give

$$
E|x^TCx-\operatorname{Tr}C|^2
=\sum C_{ij}C^*_{kl}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})
=2\sum_{ij}|C_{ij}|^2,
$$

because $C$ is symmetric. Therefore

$$
E|I-E[I]|^2\simeq\frac{\tau^2}{2}\sum_{ij}|C_{ij}|^2. \tag{18}
$$

For $\bar v\ne0$ the variance per step falls from order $\tau$ to order $\tau^2$; for $\bar v=0$ the force bias is zero and (18) already holds without a shift.

These estimates hold for fixed $\phi$ as $\tau\to0$. Near $\langle T|\phi\rangle=0$, $\bar v$ can become large and the expansion fails at a given $\tau$. A cap on $|\bar x|$, applied before $x$ is drawn, preserves (10) because the capped shift is still constant. Where the small-$\tau$ expansion holds, an active cap gives up some of the variance reduction. Near a node the uncapped shift can instead be the noisier choice, and there the cap can lower the variance. The Gaussian factor alone has mean square modulus $e^{\sum_\gamma|\bar x_\gamma|^2}$, which grows rapidly with the shift, and outside the range of the expansion nothing guarantees that $R$ offsets it.

## A two-site Hubbard example

Take one electron of each spin on two sites, with hopping $t=1$, repulsion $U=4t$ and $\tau=0.05/t$. Energies are in units of $t$. With $n_i=n_{i\uparrow}+n_{i\downarrow}$, the relation $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$ gives

$$
Un_{i\uparrow}n_{i\downarrow}=\tfrac U2n_i^2-\tfrac U2n_i. \tag{19}
$$

Thus $v_i=i\sqrt U\,n_i$, and $H_1$ is the hopping term minus $\frac U2\sum_in_i$. Both trial orbitals are $(1,1)/\sqrt2$. The walker orbitals are $(1,\,0.4+0.3i)$ for spin up and $(0.9,\,0.6-0.1i)$ for spin down; normalization cancels in every ratio.

The mixed density on site 1 is

$$
\bar n_1=\frac1{1.4+0.3i}+\frac{0.9}{1.5-0.1i}=1.2803-0.1065i,
$$

and $\bar n_2=2-\bar n_1=0.7197+0.1065i$. Multiplying by $i\sqrt U=2i$ and then by $-\sqrt{0.05}$ gives

$$
\bar x=(-0.0476-0.5726i,\;0.0476-0.3219i).
$$

The trial orbital is an eigenvector of the hopping matrix $K$ with eigenvalue $-t$. The left half step therefore contributes $e^{\tau t/2}$ per electron, and the term $-\frac U2\sum_in_i=-U$ contributes $e^{\tau U}$. With $\tilde\phi_\sigma=e^{-\tau K/2}\phi_\sigma$,

$$
R=e^{\tau(U+t)}\prod_{\sigma}
\frac{\sum_i e^{i\sqrt{\tau U}(x_i-\bar x_i)}\tilde\phi_{i\sigma}}
{\sum_i\phi_{i\sigma}}. \tag{20}
$$

For the draw $x=(0.5,-1)$, this gives $R=0.8354-0.0533i$. The exponent of the Gaussian factor is

$$
\begin{aligned}
x\cdot\bar x-\tfrac12\bar x\cdot\bar x
&=(-0.0715+0.0356i)-(-0.2134+0.0119i)\\
&=0.1420+0.0237i,
\end{aligned}
$$

so the factor is $1.1522+0.0273i$ and $I=0.9641-0.0387i$. Without a shift, the same draw gives $I=1.2948-0.0612i$.

Gauss–Hermite quadrature with 24 points per field gives the mean and the root-mean-square spread $(E|I-E[I]|^2)^{1/2}$:

| Shift | Mean $I$ | Spread |
|---|---:|---:|
| Zero | $0.99644+0.00252i$ | 0.747 |
| Force bias | $0.99644+0.00252i$ | 0.130 |
| $(0.3-0.2i,\,-0.4+0.5i)$ | $0.99644+0.00252i$ | 1.455 |

The variance with zero shift is about 33 times that with the force bias. Most of this factor is due to the decomposition (19), in which $\bar v_i$ contains the whole density. With the background $b=1$ of (23) below, $\sum_i|\bar v_i|^2=U\sum_i|\bar n_i-1|^2$ is $0.719\,t$ instead of $8.719\,t$, which lowers the zero-shift law (17) accordingly. The covariance $C$, and so the force-bias law (18), is unchanged by adding a scalar to $v_i$. The third shift preserves the mean but increases the spread. If the factor is replaced by $\exp(x\cdot\bar x^*-\frac12\bar x^*\cdot\bar x)$ at the force-bias shift, the mean becomes $0.2786+0.0034i$, which is wrong.

Exponentiating the full $4\times4$ Hamiltonian gives $\langle e^{-\tau H}\rangle=0.99610+0.00253i$. The difference of about $3\times10^{-4}$ from the table is the time-step error, which no shift changes.

The leading variance laws predict spreads of $\sqrt{0.05\times8.719}=0.660$ without shift and $\sqrt{0.05^2\times7.442}=0.136$ with force bias. They give the right size at this $\tau$. At $\tau=10^{-4}/t$, quadrature gives $8.723\,t$ for variance$/\tau$ without shift and $7.440\,t^2$ for variance$/\tau^2$ with force bias.

## Where the phaseless approximation enters

The weights $wI$ are still complex. The phaseless method replaces $I$ by

$$
I_{\rm ph}=|I|\max(0,\cos\Delta\theta),\qquad \Delta\theta=\arg R. \tag{21}
$$

This replacement does not follow from (7). From (12), $\Delta\theta=\sqrt\tau\,x\cdot\operatorname{Im}\bar v+O(\tau)$. Take the uncapped force bias (14). Adding a real vector to the shift leaves $E[I_{\rm ph}]$ unchanged, because $p(x)\,|e^{x\cdot\bar x-\bar x\cdot\bar x/2}|=|p(x-\bar x)|$ and $R$ depends only on $x-\bar x$. Adding an imaginary vector $i\sqrt\tau\,d$ contributes $+\frac\tau2\,d\cdot d$ to the real part of (13) and lowers the rate (22) by $\frac12\,d\cdot d$. The real part of (15) gives $|I|=1+O(\tau)$, and $\cos\Delta\theta=1+O(\tau)$, so to first order the mean of their product is the product of their means. Averaging the real part of (15), the mean of $|I|$ is $1-\tau\operatorname{Re}E_L$ and the mean cosine is $1-\frac\tau2\sum_\gamma(\operatorname{Im}\bar v_\gamma)^2$. Angles beyond $\pi/2$ lie in a Gaussian tail that is negligible in this limit. The one-step decay rate is therefore

$$
-\frac{\ln E[I_{\rm ph}]}{\tau}\longrightarrow
\operatorname{Re}E_L+\tfrac12\sum_\gamma(\operatorname{Im}\bar v_\gamma)^2. \tag{22}
$$

The last term depends on how $H$ is decomposed. A background density $b$ can be introduced through

$$
Un_\uparrow n_\downarrow=\tfrac U2(n-b)^2+U(b-\tfrac12)n-\tfrac U2b^2, \tag{23}
$$

where expanding the square cancels every term containing $b$ and leaves (19). Now $v_i=i\sqrt U(n_i-b)$, and the scalar part of $v_i$ is kept in $B$ and therefore in $R$.

In the example, $E_L=-2t+U\sum_i\bar n_{i\uparrow}\bar n_{i\downarrow}=(0.189-0.056i)t$, where $\bar n_{i\sigma}$ are the two spin contributions to $\bar n_i$. The extra term in (22) is $4.314\,t$ for $b=0$ and $0.314\,t$ for $b=1$. Quadrature at $\tau=10^{-4}/t$ gives total rates of $4.503\,t$ and $0.503\,t$.

These rates are not errors in the phaseless energy. For $M$ sites and $N$ electrons, a uniform background lowers the extra term by

$$
\tfrac U2\sum_i\left[(\operatorname{Re}\bar n_i)^2-(\operatorname{Re}\bar n_i-b)^2\right]
=\tfrac U2(2bN-Mb^2), \tag{24}
$$

which is the same for every walker. Here it equals $U=4t$. To leading order it multiplies the one-step weight averaged over $x$ by the same factor for every walker; the weight for a single draw still depends on $b$ through $\cos\Delta\theta$. The remaining part, $\frac U2\sum_i(\operatorname{Re}\bar n_i-b)^2$, varies with the walker and so changes the relative mean weights of different walkers.

At finite $\tau$ the background also affects the cutoff in (21). The leading width of $\Delta\theta$ at $\tau=0.05/t$ is $0.66$ rad for $b=0$ and $0.18$ rad for $b=1$, so the cutoff at $\pi/2$ is reached far less often with $b=1$.

## Order of operations in a code

1. Compute $\bar v$ from (16), set $\bar x=-\sqrt\tau\,\bar v$, and apply any cap.
2. Draw real $x$ from the standard normal density.
3. Propagate with $B(x-\bar x)$ and compute $R$ before rescaling or orthonormalizing the new orbitals.
4. Form $I$ from (1) with the unconjugated dot product.
5. Multiply the weight by $I$ for the unconstrained method, or by $I_{\rm ph}$ for the phaseless one.
